The Haydock–Lanczos continued fraction, its moments and the square-root terminator

**1. A uniform half-infinite chain**

Take orbitals |0⟩, |1⟩, |2⟩, … in a row, each with energy a and coupled to its neighbours by b > 0. The quantity of interest is the Green's function of the end site, t(z) = ⟨0|(z − H)⁻¹|0⟩, at complex energy z with Im z > 0. Write g_m = ⟨m|(z − H)⁻¹|0⟩, so that g_0 = t. The first row of (z − H)g = |0⟩ reads

(z − a) g_0 − b g_1 = 1.  (1)

The remaining rows say that the chain starting at site 1 is driven at its end by the source b g_0. That shorter chain is identical to the original one, so its end Green's function is again t, and

g_1 = t b g_0.  (2)

Inserting (2) in (1) with g_0 = t gives (z − a − b²t) t = 1, or

b²t² − (z − a) t + 1 = 0.  (3)

The discriminant is (z − a)² − 4b² = (z − E₋)(z − E₊), with E± = a ± 2b. Of the two roots we need the one that behaves as 1/z at large z, because (z − H)⁻¹ does so. With principal square roots, √(z − E₋)√(z − E₊) behaves as z − a at large z, so the minus sign is required:

t(z) = [z − a − √(z − E₋) √(z − E₊)] / (2b²).  (4)

The two roots coincide only at the real points E±. A continuous solution therefore cannot change root in the upper half-plane, and (4) holds throughout it.

On the real axis, approached from above, √(E − E₊) = i√(E₊ − E) for E < E₊. Inside the band this gives

t(E + i0) = [E − a − i√(4b² − (E − a)²)] / (2b²),  (5)

and the local density of states is a semi-ellipse,

σ(E) = −Im t/π = √(4b² − (E − a)²) / (2πb²).  (6)

Below E₋ both roots are imaginary, their product is negative, and t is real and tends to zero as E → −∞. Above E₊ it is real as well.

Now cut the chain after two sites and set a = 0. The moment ⟨0|H⁴|0⟩ of the full chain collects two closed walks, 0→1→0→1→0 and 0→1→2→1→0, and equals 2b⁴. The cut chain has lost the second walk and gives b⁴. The moments of order 0 to 3 are unaffected, since no shorter closed walk reaches site 2. Two sites thus give four correct moments.

**2. Turning any Hamiltonian into a chain**

Let H be bounded and self-adjoint, and let u_0 be a normalised local orbital. With b_0u_{−1} = 0, define successively

a_m = ⟨u_m|H|u_m⟩,
b_{m+1} u_{m+1} = (H − a_m) u_m − b_m u_{m−1},  (7)

where b_{m+1} ≥ 0 is the norm of the right-hand side, called r below.

The vectors are orthonormal. Suppose this holds for u_0, …, u_m. Then:

- ⟨u_m|r⟩ = a_m − a_m = 0.
- ⟨u_{m−1}|r⟩ = ⟨Hu_{m−1}|u_m⟩ − b_m. By (7), Hu_{m−1} = b_m u_m + a_{m−1}u_{m−1} + b_{m−1}u_{m−2}, whose overlap with u_m is b_m. The difference vanishes.
- For j < m − 1, ⟨u_j|r⟩ = ⟨Hu_j|u_m⟩ = 0, since Hu_j contains no vector beyond u_{j+1}.

In this basis H is a tridiagonal matrix J with diagonal a_m and off-diagonal b_m. If some b_{m+1} = 0, the chain ends and everything below is a finite calculation; from here on all b_m with m ≥ 1 are positive. H maps the space spanned by the u_m into itself, so the local Green's function is a property of J alone:

G(z) = ⟨u_0|(z − H)⁻¹|u_0⟩ = [(z − J)⁻¹]_00.  (8)

The physical distance from u_0 has become the position along a chain. Each application of H carries the vector one shell of hops further out.

Let G_m be the end Green's function of the part of the chain that starts at level m, so that G = G_0. The elimination of Section 1 applies with site-dependent coefficients: the first row is (z − a_m)G_m − b_{m+1}g_{m+1} = 1, and the driven remainder gives g_{m+1} = G_{m+1}b_{m+1}G_m. Hence

G_m = 1 / (z − a_m − b_{m+1}² G_{m+1}).  (9)

Every G_m exists for Im z > 0, because each tail is self-adjoint. Repeated use of (9) gives the continued fraction

G = 1/(z − a_0 − b_1²/(z − a_1 − b_2²/(z − a_2 − …))).  (10)

**3. n levels and 2n moments**

Truncation after n levels means setting G_n = 0. It keeps a_0, …, a_{n−1} and b_1, …, b_{n−1}, and replaces J by its leading n × n block J_n. The moments are

μ_k = ⟨u_0|H^k|u_0⟩ = (J^k)_00.  (11)

Written out, (J^k)_00 is a sum over paths of k steps from level 0 back to level 0. A step either stays at level m, with factor a_m, or moves between m − 1 and m, with factor b_m. Reaching level n and returning costs at least 2n steps. For k ≤ 2n − 1 no path leaves the block, so

(J_n^k)_00 = μ_k, k = 0, 1, …, 2n − 1.  (12)

These are 2n moments, with the trivial μ_0 = 1 included in the count. The count matches the data: n coefficients a_m, n − 1 coefficients b_m and the normalisation.

At k = 2n one path is lost, the one that climbs straight to level n and straight back. Its weight is

μ_{2n} − (J_n^{2n})_00 = B_n, B_n = b_1² b_2² … b_n².  (13)

Since B_n > 0, the truncated value is too small, and 2n is the precise extent of the agreement. For |z| larger than the norm of H, G = Σ_k μ_k/z^{k+1}. The truncated fraction G^(n) therefore errs at large z by

G − G^(n) = B_n/z^{2n+1} + O(z^{−2n−2}).  (14)

Near the real axis the truncation is poor, since the density of J_n is a set of n sharp lines. The uniform chain shows how far from the axis one must stay. Repeating (2) gives g_m = (bt)^m t, so a signal that travels to site n and back is reduced by |bt|^{2n}. At the band centre, z = a + iη, put bt = −iy. Dividing (3) by t gives z − a = b²t + 1/t, which becomes η/b = 1/y − y. For η ≪ b this means y ≈ 1 − η/(2b), and

|bt|^{2n} ≈ exp(−nη/b).  (15)

At the band centre the cut end is therefore invisible only if n ≫ b/η. Towards the band edges the damping is stronger and fewer levels suffice.

**4. What the band edges say about the coefficients**

Suppose that a_m → a and b_m → b > 0. This is an assumption about H. It fixes the interval that the spectrum fills, apart from isolated levels outside it, as two arguments show.

First, every energy E = a + 2b cos θ belongs to the spectrum of J. Take the packet φ = N^{−1/2} Σ e^{imθ}u_m over N successive levels beyond level M. In a uniform chain (J − E)φ vanishes except for four end components of size b/√N, so its norm is 2b/√N. The deviations of the coefficients beyond M add at most δ_a + 2δ_b, where δ_a and δ_b are their largest values there. Choosing M and then N large makes ‖(J − E)φ‖ as small as desired. For a self-adjoint operator this norm bounds the distance from E to the spectrum.

Second, outside the interval [a − 2b, a + 2b] there can be only isolated levels. Beyond a sufficiently distant level M, the tail minus a has norm at most 2b + ε, so G_M is real and analytic for real energies further than 2b + ε from a. The finite number of steps (9) leading from G_M to G can then add only isolated poles.

If the local spectrum is one band [E₋, E₊], it follows that E± = a ± 2b, or

a = (E₊ + E₋)/2, b = (E₊ − E₋)/4.  (16)

The same argument shows where (16) fails. A spectrum of two bands separated by a gap is incompatible with convergence to one pair (a, b). A chain with alternating couplings v, w and zero site energies is an example. For amplitudes A and B on the two sites of a cell, EA = (v + we^{−ik})B and EB = (v + we^{ik})A, hence

E² = v² + w² + 2vw cos k.  (17)

The bands are separated by a gap from −|v − w| to |v − w|, and for the half-infinite chain started on its end site the coefficients b_m are v, w, v, w, … for ever. For v = 1, w = 2 the gap runs from −1 to 1. If the half-infinite chain begins with the weaker coupling, one isolated level lies in the gap at E = 0: its amplitude vanishes on every second site and is multiplied by −v/w from cell to cell, so its weight on the end site is 1 − v²/w², here 0.75. This chain needs a terminator with the same period of two levels.

**5. Attaching the terminator**

The tail beyond level n is now replaced by the uniform chain with the limits (16):

G^t = 1/(z − a_0 − b_1²/(… − b_{n−1}²/(z − a_{n−1} − b_n² t(z)))).  (18)

The function t takes the place of G_n, and the calculated b_n is kept as the coupling to it. This is an approximation unless all later coefficients equal their limits.

The path count shows what has been gained. A path of 2n steps visits level n only at its turning point and uses only b_1, …, b_n, so μ_{2n} is now correct too. Among paths of 2n + 1 steps, one pauses at level n and carries the factor a_n, which (18) replaces by a. Level n + 1 is still out of reach. Therefore

μ_{2n+1} − μ_{2n+1}^t = (a_n − a) B_n.  (19)

To see the density on the real axis, define polynomials by the common recursion

Q_{m+1} = (z − a_m)Q_m − b_m²Q_{m−1}, Q_0 = 1, Q_1 = z − a_0,  (20)

and P_m by the same recursion for m ≥ 1 with P_0 = 0, P_1 = 1. For any tail τ placed at level n,

G = (P_n − b_n²τP_{n−1}) / (Q_n − b_n²τQ_{n−1}).  (21)

For n = 1 this is 1/(z − a_0 − b_1²τ), as it should be. To go from n to n + 1, insert τ = 1/(z − a_n − b_{n+1}²τ′) and multiply numerator and denominator by z − a_n − b_{n+1}²τ′. The numerator becomes (z − a_n)P_n − b_n²P_{n−1} − b_{n+1}²τ′P_n = P_{n+1} − b_{n+1}²τ′P_n, and the denominator follows the same pattern.

The combination W_n = P_nQ_{n−1} − P_{n−1}Q_n is also needed. Inserting (20) in W_{n+1} cancels the terms with z − a_n and leaves W_{n+1} = b_n²W_n. With W_1 = 1,

W_n = b_1² … b_{n−1}².  (22)

At real E all P and Q are real. Write s = b_n²t and D = Q_n − sQ_{n−1}. The imaginary part of (P_n − sP_{n−1})D* is Im s · W_n, because the terms P_nQ_n and |s|²P_{n−1}Q_{n−1} are real. Dividing by −π|D|² gives

ρ_n(E) = B_n σ(E) / |Q_n − b_n² t Q_{n−1}|².  (23)

The density is positive inside the band. The denominator cannot vanish there: its imaginary part would require Q_{n−1} = 0, then its real part Q_n = 0, and W_n would be zero, contrary to (22).

The error of the terminated fraction follows from the same algebra. Subtracting (21) for τ = t from (21) for the true tail τ = G_n gives

G − G^t = B_n (G_n − t) / (D_true D),  (24)

where D_true contains G_n in place of t. By (23), used for both tails, B_n/|D|² = ρ_n/σ and B_n/|D_true|² = ρ/σ_true, with σ_true = −Im G_n/π. Inside the band, where these densities are non-zero,

|G − G^t| = |G_n − t| √(ρ ρ_n/(σ σ_true)).  (25)

The error in the tail is passed on to the local Green's function with a factor set by ratios of densities. At a fixed imaginary energy η > 0 the true tail approaches t. The tail from level n differs from the uniform chain by an operator of norm at most δ_a + 2δ_b, with the deviations taken from level n on, and each resolvent has norm at most 1/η, so |G_n − t| ≤ (δ_a + 2δ_b)/η². This bound says nothing on the real axis itself, where convergence at a given energy is not proved here. If the edges are wrong, t is the wrong limit, and on the real axis (25) passes that error on for every n. At finite η more levels suppress it only through the damping along the chain, as with plain truncation; at the band centre this requires n ≫ b/η, by (15).

**6. Levels outside the band**

Formula (23) describes the band alone. The fraction (18) may also have poles outside it. Consider one level with a_0 = a + δ and b_1 = b, followed by the uniform chain. Put x = bt, with |x| < 1 outside the band. Equation (3) becomes z − a = b(x + 1/x), so z − a − b²t = b/x and

G = 1/(b/x − δ).  (26)

A pole occurs at x = b/δ, which satisfies |x| < 1 only if |δ| > b. Its energy is

E_p = a + δ + b²/δ.  (27)

Its weight is the residue (dz/dx)/(−b/x²) = b(1 − 1/x²)/(−b/x²) = 1 − x², that is, 1 − b²/δ². For a = −1.2, b = 3 and δ = 6 the level lies at −1.2 + 6 + 1.5 = 6.3 with weight 0.75, and the band keeps 0.25. Here the pole is real physics, a state bound to the shifted site. When the later coefficients are only approximated by their limits, a pole may instead be an artefact. The integral of ρ_n over the band shows whether there are poles outside it: since μ_0 = 1, the shortfall from unity is their total weight. It does not distinguish a real bound state from an artefact.

**7. A cubic lattice**

Consider an infinite simple cubic lattice with one orbital per site, site energy zero, first-neighbour hopping −1 and second-neighbour hopping −0.1. Energies are in units of the first-neighbour hopping magnitude and densities in its inverse. With c_x = cos k_x and so on (lattice spacing one),

ε(k) = −2(c_x + c_y + c_z) − 0.4(c_xc_y + c_yc_z + c_zc_x).  (28)

This is linear in each cosine separately, so its extremes lie where every cosine is ±1. All cosines +1 give −6 − 1.2 = −7.2, and all −1 give 6 − 1.2 = 4.8. The mixed corners give −1.6 and 2.4. Hence E₋ = −7.2, E₊ = 4.8, and (16) yields a = −1.2 and b = 3.

The first coefficients can be counted by hand. There are 6 first and 12 second neighbours, so b_1² = μ_2 = 6 + 12 × 0.01 = 6.12. For μ_3, closed triangles with one second-neighbour hop number 3 × 12 × 2 = 72 (position of that hop, its direction, order of the other two). Those with three second-neighbour hops number 12 × 4 = 48. Thus μ_3 = −7.2 − 0.048 = −7.248. As a_0 = 0, u_1 = Hu_0/b_1, and a_1 = μ_3/μ_2 = −1.1843, already close to a.

The two-level block gives the fourth moment b_1²(b_1² + a_1²) = 46.038, whereas the lattice has 101.574. The difference, 55.536, is b_1²b_2² = 6.12 × 9.0745, as (13) demands. The recursion was run in real space on a box of 44 sites a side, large enough that vectors up to u_20 do not meet their periodic images. Between m = 15 and 20 the coefficients a_m and b_m stay within 0.009 of their limits. This supports the assumption of convergence but does not prove it.

Now follow two levels with the terminator at the band centre, E = −1.2. There (5) gives t = −i/3. Then

G_1 ≈ 1/(−1.2 + 1.1843 + 9.0745 i/3) = −0.0017 − 0.3306i,
G_0 ≈ 1/(−1.2 − 6.12 G_1) = −0.2159 − 0.3673i,

and the density is 0.3673/π = 0.117. The reference is a Brillouin-zone average of 1/(z − ε(k)), which needs a small imaginary energy. At 0.02 it gives 0.1342, against 0.1165, 0.1312, 0.1361 and 0.1362 from the terminated fraction with 2, 5, 10 and 20 levels. At this energy the step from 10 to 20 levels brings no improvement: both values lie about 1.5% above the reference. Two values do not show a plateau, and the error may still fall with more levels. The saddle energy −1.6 of the band is near, and a kink in the density there may slow the convergence; this is a conjecture.

Over the whole band the gain is clear. For 59 energies from −7.0 to 4.6 and imaginary energy η = 0.05, the root-mean-square error of the terminated density falls from 0.0030 at n = 5 to 0.0017 at n = 10 and 0.0008 at n = 20. The last figure is about 0.5% of 0.156, the lattice density at E = 2. Truncation without a tail leaves 0.115 at n = 20. Estimate (15) explains this: nη/b = 20 × 0.05/3 = 1/3, so a signal returns from the cut end with about 0.7 of its amplitude. The 20 lines, on average some 0.6 apart, remain separate. At E = −4, for instance, the truncated density is 0.079, while the lattice and the terminated fraction both give 0.044.

Moving each edge outwards by 1.2 raises the error at n = 20 to 0.010, thirteen times the value with correct edges. The false limit is b = 3.6, so at the band centre t is −i/3.6 instead of −i/3, an error of 17% of the correct tail. On the real axis (25) hands this on to G, and at η = 0.05 the damping (15) over 20 levels removes only about 30% of it. With the correct edges the terminated density at n = 20 integrates to 1 within the printed digits, so no appreciable weight has escaped to spurious poles. The numerical output below lists the coefficients and densities.

Computed values

```
energy unit: |first-neighbour hopping| = 1
hoppings: first -1.0, second -0.1
band edges: -7.2000, 4.8000
limits: a = -1.2000, b = 3.0000
box side 44 sites, levels 20
largest overlap error of basis: 7.4e-16
mu_0 = 1.000000 (energy^0)
mu_1 = 0.000000 (energy^1)
mu_2 = 6.120000 (energy^2)
mu_3 = -7.248000 (energy^3)
mu_4 = 101.574000 (energy^4)
two-level truncated mu_4 = 46.038306
b1^2 b2^2 = 55.535694 (energy^4)
a_0 = 0.000000
a_1 = -1.184314, b_1 = 2.473863
a_2 = -1.309757, b_2 = 3.012384
a_3 = -1.042565, b_3 = 3.007242
a_4 = -1.293913, b_4 = 3.027027
a_5 = -1.179232, b_5 = 2.966163
a_6 = -1.208187, b_6 = 3.008872
a_10 = -1.205084, b_10 = 3.005454
a_15 = -1.202841, b_15 = 3.000198
a_20 = -1.192953, b_20 = 2.999030
m=15..20: max|a_m-a| = 0.00821, max|b_m-b| = 0.00868
six levels + tail: mu_13 error = -3001.028 (energy^13)
  predicted from a_6 - a: -3001.028
Two levels + tail at E = -1.20 (1/energy):
  b1^2 = 6.120000, b2^2 = 9.074460 (energy^2)
  t = 0.000000-0.333333j
  G_1 = -0.001714-0.330589j
  G_0 = -0.215949-0.367302j, density = 0.116916
Density at E = -1.20, imaginary part 0.02 (1/energy):
  n = 2, terminated: 0.116536
  n = 5, terminated: 0.131171
  n = 10, terminated: 0.136096
  n = 20, terminated: 0.136184
  lattice reference: 0.134218
Densities, imaginary part 0.05 (1/energy), n = 20:
  E, lattice, truncated, terminated
  -6.0, 0.01963, 0.01364, 0.01962
  -4.0, 0.04357, 0.07910, 0.04351
  -2.0, 0.09322, 0.01738, 0.09339
  0.0, 0.14017, 0.04348, 0.13954
  2.0, 0.15622, 0.07797, 0.15735
  4.0, 0.05272, 0.01763, 0.05260
rms density error, 59 energies -7.0 to 4.6:
  n=5: truncated 0.22111, terminated 0.00301
  n=10: truncated 0.20099, terminated 0.00170
  n=20: truncated 0.11483, terminated 0.00079
  n=20, each edge moved out by 1.20: 0.01027
norm of terminated density, n=20: 1.00000000
pole test, shift 6.0: E = 6.3000
  pole weight 0.7500, band weight 0.2500
couplings 1,2: gap from -1.0000 to 1.0000
```
